Participation-ratio scaling at the band centre of the cubic Anderson model

When the edge of a disordered cube is doubled from 6 to 12 sites, its volume grows eightfold. The mean inverse participation ratio of the states near the band centre then falls by a factor 0.01505/0.00202 = 7.5 at disorder W/t = 5, by 0.08919/0.03749 = 2.4 at W/t = 16.5, and by 0.42253/0.35356 = 1.2 at W/t = 35. The first factor nearly follows the volume and the last nearly ignores it. The middle one does neither. It may be a crossover that would fade in larger cubes, or it may signal a third kind of state, and the sections below ask which reading the data support.

**1. Model and measured quantity**

Each site i of a periodic L×L×L lattice carries one orbital. With N = L³,

H = Σ_i ε_i |i⟩⟨i| − t Σ_⟨ij⟩ (|i⟩⟨j| + |j⟩⟨i|).

The ε_i are independent and uniform in [−W/2, W/2], t is real and positive, and ⟨ij⟩ runs once over nearest-neighbour pairs. There is no interaction and no magnetic field. For a normalized eigenstate ψ define

P_q = Σ_i |ψ_i|^(2q), so that P_1 = 1.

If ψ is spread evenly over m sites, |ψ_i|² = 1/m there and P_q = m·m^(−q) = m^(1−q). In particular P_2 = 1/m, an inverse count of occupied sites. If m grows as L^D, then P_q ~ L^(−D(q−1)). This motivates the general definition

⟨P_q⟩ ~ L^(−D_q(q−1)) at large L,

where ⟨ ⟩ averages over disorder and nearby states.

To see what a q-dependent D_q means, suppose that L^f(α) sites have |ψ_i|² ~ L^(−α). They contribute L^(f−qα) to P_q, and the largest such term dominates:

D_q(q−1) = min over α of [qα − f(α)].

If a single α occurs, the right side is qα − f. Normalization requires it to vanish at q = 1, so f = α and D_q = α for every q. A D_q that varies with q at large L therefore requires a range of α, with different intensities living on sets of different dimension. That is multifractality.

**2. Two reference limits**

*Random extended state.* Draw N independent Gaussian numbers g_i of unit variance and set ψ_i = g_i/R, with R² = Σ g_i². The direction ψ is independent of the length R, so ⟨g_i⁴⟩ = ⟨R⁴⟩⟨ψ_i⁴⟩. Here ⟨g_i⁴⟩ = 3. In ⟨R⁴⟩ the N equal-index terms give 3 each and the N(N−1) others give 1 each:

⟨R⁴⟩ = 3N + N(N−1) = N(N+2).

Hence ⟨ψ_i⁴⟩ = 3/[N(N+2)], and summing over sites,

⟨P_2⟩ = 3/(N+2).

Eigenvectors of random symmetric 100×100 matrices gave 0.02935, against 3/102 = 0.02941.

A real metal retains some structure. Suppose that, for a given disorder, ψ_i is Gaussian with variance v_i/N, where v_i is the local density of states relative to its mean. Then at large N

⟨P_2⟩ ≈ 3⟨v²⟩/N, with ⟨v²⟩ = 1 + var(v) ≥ 1.

At fixed W the variance of v comes from the local surroundings and should settle to a constant. The exponent is then still D_2 = 3, but the prefactor exceeds 3. A metal is identified by its slope, not by agreement with 3/(N+2).

*Strong disorder.* For W ≫ t most states sit on one site, and the leading correction comes from a neighbour that happens to be nearly resonant. For two sites with detuning Δ = ε_1 − ε_2 and coupling −t, write the eigenvector as (cos θ, sin θ), for which |tan 2θ| = 2t/|Δ|. Then

P_2 = cos⁴θ + sin⁴θ = 1 − ½ sin²2θ,
sin²2θ = 4t²/(Δ² + 4t²),
1 − P_2 = 2t²/(Δ² + 4t²).

The difference of two uniform energies has density (1 − |Δ|/W)/W, which is 1/W in the region |Δ| ~ t that matters. Extending the integral to infinity costs a term of higher order in t/W:

(1/W) ∫ 2t²/(Δ² + 4t²) dΔ = (2t²/W)·π/(2t) = πt/W.

Rare resonances with six neighbours add, so

1 − ⟨P_2⟩ ≈ 6πt/W.

No L appears, which is the insulating behaviour. At W/t = 1000 and L = 6, averaging over the full spectrum gave 0.01937 against 0.01885. The 3% difference lies within the sampling error of about 4% for 80 samples. At W/t = 35 the formula would give 0.54. The resonances are then no longer rare, so the derivation does not justify that value.

**3. Solver**

The eigenvalues nearest E = 0 are interior ones, where plain Lanczos iteration converges slowly. Applied to H⁻¹, whose eigenvalues are θ = 1/E, the iteration finds them at the outer ends of the spectrum. What is needed is a cheap way to solve Hx = b.

Colour each site by the parity of its coordinate sum. For even L every bond, including those across the periodic boundary, joins A to B; for odd L the boundary bonds join equal colours and the scheme fails. Use L ≥ 4, because at L = 2 the two neighbours along an axis coincide. With diagonal blocks E_A, E_B and the 0/1 link matrix T from B to A, Hx = b reads

E_A x_A − tT x_B = b_A,
−tTᵀ x_A + E_B x_B = b_B.

The second line gives

x_B = E_B⁻¹(b_B + tTᵀ x_A).

Inserting this in the first and moving the known term to the right gives

S x_A = b_A + tT E_B⁻¹ b_B,
S = E_A − t² T E_B⁻¹ Tᵀ.

E_B is diagonal, so the remaining dense problem has dimension n = N/2. For a target energy σ, replace E_A and E_B by E_A − σ and E_B − σ; the returned values are then 1/(E − σ).

Pseudocode for one sample:

    draw E_A, E_B uniformly in [-W/2, W/2]
    F = T * inverse(E_B)
    G = inverse(E_A - t^2 * F * transpose(T))
    function apply(b):
        xA = G * (b_A + t * F * b_B)
        xB = (b_B + t * transpose(T) * xA) / E_B
        return (xA, xB)
    (theta, psi) = Lanczos(apply, 8 largest |theta|)
    E = 1 / theta
    for each q: P_q = mean over the 8 states
                      of sum_i |psi_i|^(2q)
    return E and all P_q

At L = 8 and W/t = 16.5, one sample was compared with full dense diagonalization. The largest differences over eight states were 4.6×10⁻¹⁵ t in energy and 8.5×10⁻¹⁵ in P_2.

**4. Cost, stability and failure modes**

Dense inversion takes about 2n³ = N³/4 operations, an eighth of the 2N³ needed to invert H itself. Each application of G takes 2n² operations. At L = 12, n = 864 and G occupies 8n² bytes = 6.0 MB. Doubling L multiplies the storage by 64 and the inversion work by 512, so the dense scheme suits many samples of modest size. For larger cubes a sparse factorization is an alternative, whose cost was not compared here.

The weak point is E_B⁻¹. Among n values of |ε| uniform in [0, W/2], the smallest averages W/[2(n+1)]. For W/t = 5 and n = 864 this is 0.0029t, and S then has entries near t²/(0.0029t) ≈ 350t. Double precision tolerates this, but an occasional much smaller value costs digits even when H is well conditioned. The error in x grows roughly as (t/ε)²: at L = 6 and W/t = 5, one ε_B of 10⁻⁶t leaves about five digits and one of 10⁻⁹t leaves none. Monitor the residual |Hψ − Eψ|, and if it is too large exchange the roles of A and B or shift σ slightly. The comparison above covers one ordinary sample, not this worst case.

Three further limits matter.

- Second-neighbour hopping joins equal colours. E_B is then no longer diagonal and the cheap elimination is lost.
- In a degenerate level P_q depends on the basis chosen. Continuous disorder removes degeneracy with probability one, but the clean lattice has it, and weakly disordered small cubes remember its level shells.
- Eight states span an energy window that shrinks with N. At strong disorder the level spacing is about W/N, so the window at W/t = 35 is roughly 8W/N = 1.3t for L = 6 and 0.16t for L = 12. The small cubes thus average over a wider range around E = 0.

**5. Averages and exponents**

States of one sample share their disorder, so first average P_q over the eight states, then treat the samples as independent. With x_j = ln L_j and y_j = ln⟨P_q⟩_j, the unweighted least-squares slope is

s = Σ_j c_j y_j, c_j = (x_j − x̄)/Σ_k (x_k − x̄)²,

and D_q = −s/(q−1). A small error δP in the mean gives δy = δP/P, so independent sizes yield

δD_q = [Σ_j c_j² (δP_j/P_j)²]^(1/2)/|q−1|.

This is the sampling error alone. It does not include the bias from small L, for which the slopes over parts of the range must be inspected. The fits below use L = 6, 8, 10 and 12.

**6. Reading the three cases**

*W/t = 5.* D_q is 2.97, 2.90 and 2.85 for q = 1/2, 2 and 3, close to 3 with little spread. The local D_2 rises from 2.80 ± 0.03 between L = 6 and 8 to 2.97 ± 0.02 between 8 and 12. The rise is about four standard errors, so the full-range 2.90 is an effective exponent and its small sampling error must not be read as its distance from the asymptotic value.

The ratio of P_2 to 3/(N+2) is 0.01505·218/3 = 1.09 at L = 6, then 1.15, 1.16 and 1.16 at L = 8, 10 and 12. It does not fall toward 1. The nearly constant excess from L = 8 on is what the local-density argument of section 2 allows, but var(v) was not computed, so this attribution is a conjecture.

*W/t = 16.5.* D_2 = 1.27 ± 0.11, and the local values 1.33 ± 0.16 and 1.19 ± 0.21 show no resolved drift. The other moments give D_(1/2) = 2.43 ± 0.04 and D_3 = 0.96 ± 0.12. The spread D_(1/2) − D_3 is 1.47, against 0.12 in the metal. Low moments give more weight to the faint, widespread part of a state; high moments see its few intense regions, which occupy a much sparser set.

*W/t = 35.* D_2 = 0.19 ± 0.09, two standard errors from zero. The mean P_2 values 0.423, 0.378, 0.415 and 0.354 are not monotonic. Fitting a constant to them gives χ² ≈ 11 for three degrees of freedom, a poor fit: chance alone would give so large a value about once in a hundred trials. Saturation is therefore not demonstrated by these data. The data do exclude a fall resembling the critical one.

Here too D_q varies with q: D_(1/2) = 0.73 but D_3 = 0.12. This is not evidence of multifractality. Take an envelope |ψ|² ∝ e^(−2r/ξ) with localization length ξ. The integrand of P_q is then proportional to r² e^(−2qr/ξ), and the fraction lying beyond radius R is

e^(−z)(1 + z + z²/2), z = 2qR/ξ.

For q = 1/2 the radius must be four times that for q = 2 to reach the same z. For this envelope, low moments converge late because they weight the tails. Whether that accounts for the value 0.73 was not tested. A spread in D_q counts as critical when it persists with size while D_2 stays between 0 and 3.

A cube smaller than ξ can also make an insulator near the transition look critical. Near the transition ξ exceeds any affordable L, and participation ratios from one range of sizes cannot assign a phase.

**7. Two checks that use no participation ratio**

*Level spacing.* For consecutive gaps s_1, s_2 let r = min/max. Uncorrelated levels have exponential gaps, so u = s_1/s_2 has density

∫_0^∞ s e^(−us−s) ds = 1/(1+u)².

Since 1/u has the same density, r has density 2/(1+r)² on [0, 1], and

⟨r⟩ = ∫_0^1 2r/(1+r)² dr = 2[ln(1+r) + 1/(1+r)]_0^1 = 2 ln 2 − 1 = 0.386.

Random symmetric matrices, whose levels repel, gave 0.533. The Anderson samples, pooled over sizes, gave 0.533 ± 0.011, 0.520 ± 0.007 and 0.410 ± 0.010 in order of increasing W. The metal matches the random-matrix value and the insulator has moved most of the way to the uncorrelated one. The critical value is less than two standard errors below the metallic reference, so these samples do not separate the two by gaps alone.

*Long bars.* The value 16.5 entered as a trial critical disorder. To test it, take a long bar of M×M cross-section, periodic across. If ψ_l is the vector of amplitudes on slice l and K the transverse link matrix, the equation Hψ = Eψ reads

−t(ψ_(l+1) + ψ_(l−1) + Kψ_l) + ε_l ψ_l = Eψ_l,

which rearranges to

ψ_(l+1) = [(ε_l − E)/t − K]ψ_l − ψ_(l−1).

The matrix X taking (ψ_l, ψ_(l−1)) to (ψ_(l+1), ψ_l) has a symmetric upper-left block and therefore obeys XᵀJX = J, with J the antisymmetric unit form. It follows that X⁻¹ = J⁻¹XᵀJ has the same singular values as X. This property carries over to products, so growth rates come in pairs ±γ. Propagate M² orthonormal vectors, re-orthogonalize by QR every four slices, and add the logarithms of the last diagonal element of R. Their sum per slice tends to the smallest positive rate γ, and λ = 1/γ is the decay length.

In an insulator λ tends to a constant, so λ/M falls with M. In a metal, once the bar is wide enough for Ohm's law to hold, its conductance scales as M²/length; setting it to order one gives λ ~ M², so λ/M grows. The narrow bars at W/t = 10 below grow more slowly, with λ rising about as M^1.5. At criticality λ/M has no scale to depend on once M is large. Bars of 12000 slices at E = 0 gave:

- W/t = 10: λ/M = 1.442 (M = 4) and 1.752 (M = 6), log ratio +0.195;
- W/t = 16.5: 0.573 and 0.576, log ratio +0.007;
- W/t = 24: 0.335 and 0.286, log ratio −0.158.

The sign changes near the trial value. Treating each length λ as one independent segment suggests an error of about 2% in the ratio. The log ratio changes by 0.165/7.5 = 0.022 per unit of W/t above 16.5 and by 0.188/6.5 = 0.029 below it, so sampling alone leaves the crossing uncertain by roughly 0.7 to 1. Corrections from such narrow bars come on top and were not measured.

**8. An impurity band in silicon**

Consider phosphorus donors in silicon at N_D = 3×10¹⁸ cm⁻³, half compensated by acceptors. The model takes as fixed inputs a binding energy of 45 meV and a relative permittivity κ = 11.7; the permittivity of silicon is about 12, and the third figure only fixes the arithmetic. On a cubic lattice d = N_D^(−1/3) = 6.93 nm.

Reversing the sign of ψ on sublattice B turns H(ε) into −H(−ε). As ε and −ε are equally likely, the averaged spectrum is symmetric and half filling places the Fermi level at E = 0. Treating the carriers as spinless, because repulsion suppresses double occupancy, makes half compensation correspond to half filling. This is an assumption, not a solution of the interacting problem.

In the hydrogenic model the effective hartree is twice the binding energy, 90 meV, and the Bohr radius is a = e²/(4πε₀κ·90 meV) = 1.37 nm. This radius implies a mass of 0.45 electron masses, a by-product of fitting the binding energy that lies between silicon's 0.19 and 0.92. For two 1s orbitals a distance ρ = d/a = 5.07 apart, use spheroidal coordinates r_a + r_b = ρξ, r_a − r_b = ρη (ξ here is a coordinate), with volume element (ρ/2)³(ξ² − η²)dξ dη dφ. The overlap S (now a number) and the resonance integral K of 1/r_a are

S = (ρ³/4)∫_1^∞ e^(−ρξ)(2ξ² − 2/3)dξ = e^(−ρ)(1 + ρ + ρ²/3),
K = ρ²∫_1^∞ ξe^(−ρξ)dξ = e^(−ρ)(1 + ρ).

The attraction J of one orbital's cloud to the other centre is the enclosed charge over ρ plus the potential of the outer shells:

J = [1 − e^(−2ρ)(1+2ρ+2ρ²)]/ρ + e^(−2ρ)(1+2ρ)
= 1/ρ − e^(−2ρ)(1 + 1/ρ).

The two-orbital problem has diagonal element −½ − J and off-diagonal element −S/2 − K. Its levels are E_± = −½ − (J ± K)/(1 ± S), and half their splitting is

t = ½[(J+K)(1−S) − (J−K)(1+S)]/(1−S²) = (K − JS)/(1 − S²).

With S = 0.0919, J = 0.1972 and K = 0.0381,

t = 90 meV × (0.0381 − 0.0181)/0.992 = 1.8 meV.

The two orbitals keep their isolated-donor shape here, so this is an estimate of the pair's splitting, not its exact value. In a converged basis the same hydrogenic pair gives t = 2.0 meV, about 10% more, which would lower the W/t found below from 34 to 31.

For the disorder, choose an rms site energy equal to the Coulomb energy of one charge at distance d, 17.8 meV. A uniform distribution has variance W²/12, so W = √12 × 17.75 = 61.5 meV and W/t = 34. This lies close to the localized case above; the critical ratio would need W = 30 meV at this t. A 12-site cube would measure 83 nm.

For spacings between 4 and 15 nm, raising the density increases t faster than W. The model reaches W/t = 16.5 at about 8×10¹⁸ cm⁻³, or at about 3×10¹⁸ cm⁻³ if the disorder is halved. Uncompensated Si:P becomes metallic at a few 10¹⁸ cm⁻³, as a rough figure, so the order of magnitude is reasonable. The agreement means little. Halving the estimated disorder lowers the answer by a factor 2.5, and doubling it raises the answer about twelvefold, to d/a ≈ 1.6, where one orbital per site no longer describes the band. A converged pair hopping alone moves 8×10¹⁸ to about 6.5×10¹⁸ cm⁻³.

Real donors also break the model's other assumptions:

- With two electrons in the unchanged 1s orbital, the on-site repulsion is (5/8) × 90 = 56 meV, 2.6 times the clean bandwidth 12t = 22 meV. Letting the orbitals adjust lowers this cost. Even without double occupancy, the 17.8 meV interaction between neighbours is ten times t.
- Randomly placed donors have nearest-neighbour quartiles of 2.8 and 4.8 nm, between which t changes by a factor 2.8.
- Masses of 0.19 and 0.92 electron masses, each used alone, give decay lengths of 2.1 and 0.96 nm. Their tails at d differ by a factor of about 50. This is a contrast of extremes, not a computed hopping.
- Other valley states lie roughly 12 meV away, less than W, so one orbital per donor is doubtful. Interference between valleys also makes the real hopping oscillate with donor position, which the model omits.
- Second-neighbour hopping is 0.18t. At 4.2 K the thermal energy is 0.2t, so a zero-temperature reading needs colder samples.

How far these effects together shift the critical density was not calculated. The example fixes the scales of an impurity band; it does not predict the transition in silicon. The values printed by the program are collected in the numerical output below.

Computed results

```
Solver vs dense, L=8: max dE = 4.6e-15 t, dP2 = 8.5e-15
Random matrix N=100: P2 = 0.02935, 3/(N+2) = 0.02941
Gap ratio: random matrix 0.5328, uncorrelated 0.3863
W/t=1000, L=6: 1-P2 = 0.01937, pair formula 0.01885
States per sample: 8; sizes L = 6 8 10 12 sites
metal: W/t = 5.0, samples = 60 40 20 8
  mean P2 = 0.01505 0.00672 0.00346 0.00202
  std error of P2 = 0.00010 0.00003 0.00003 0.00001
  D_q, q=0.5,2,3 = 2.974+/-0.004 2.904+/-0.013 2.854+/-0.027
  local D2, L=6-8 and 8-12 = 2.802+/-0.029 2.970+/-0.020
  mean gap ratio = 0.5325+/-0.0108
critical: W/t = 16.5, samples = 120 90 50 28
  mean P2 = 0.08919 0.06085 0.04443 0.03749
  std error of P2 = 0.00264 0.00212 0.00212 0.00296
  D_q, q=0.5,2,3 = 2.431+/-0.036 1.273+/-0.107 0.961+/-0.117
  local D2, L=6-8 and 8-12 = 1.329+/-0.159 1.194+/-0.213
  mean gap ratio = 0.5196+/-0.0073
localized: W/t = 35.0, samples = 60 45 30 12
  mean P2 = 0.42253 0.37825 0.41537 0.35356
  std error of P2 = 0.01341 0.01273 0.01369 0.02313
  D_q, q=0.5,2,3 = 0.732+/-0.109 0.187+/-0.092 0.123+/-0.076
  local D2, L=6-8 and 8-12 = 0.385+/-0.161 0.166+/-0.181
  mean gap ratio = 0.4098+/-0.0102
Metal, L=12: P2/[3/(N+2)] = 1.162
D_0.5 - D_3: metal 0.121, critical 1.470
Transfer matrices: 12000 slices per bar
  W/t=10.0: lambda/M = 1.442 (M=4), 1.752 (M=6), log ratio +0.195
  W/t=16.5: lambda/M = 0.573 (M=4), 0.576 (M=6), log ratio +0.007
  W/t=24.0: lambda/M = 0.335 (M=4), 0.286 (M=6), log ratio -0.158
Si:P inputs: binding 45 meV, permittivity 11.7
Donor density = 3.0e+18 cm^-3, spacing d = 6.93 nm
Bohr radius a = 1.367 nm, d/a = 5.07
Pair integrals S, J, K = 0.0919 0.1972 0.0381
Hopping t = 1.815 meV, clean bandwidth 12t = 21.8 meV
Coulomb scale = 17.8 meV, W = 61.5 meV
Example W/t = 33.9
W at W/t=16.5 for this t = 29.9 meV
L=12 cube edge = 83.2 nm
Model critical density = 7.55e+18 cm^-3, d = 5.10 nm
Same with half the disorder = 3.08e+18 cm^-3
Neglected repulsion U = 56.3 meV, U/12t = 2.58
Random sites: neighbour quartiles 2.84, 4.80 nm; t ratio 2.8
Second-neighbour/nearest hopping = 0.177
Masses 0.19, 0.92 m_e: decay lengths 2.11, 0.96 nm
Anisotropic tail factor at d = 51.6
Valley-orbit scale (rough input) = 12 meV, over t = 6.6
Thermal energy at 4.2 K = 0.362 meV, over t = 0.20
```
